# Transforming a molecule's gradient and Hessian to redundant internal coordinates

**Problem: the Hessian in redundant internal coordinates**

A nonlinear molecule of \(N\) atoms has Cartesian coordinates \(x\in\mathbb R^{3N}\) and a smooth Born–Oppenheimer energy \(E(x)\), unchanged by translations and rotations, with gradient \(g_x\) and Hessian \(H_x\). Smooth internal coordinates \(q_i(x)\), \(i=1,\dots,m\), share this invariance, and \(m\ge n=3N-6\). The matrix \(B_{ik}=\partial q_i/\partial x_k\), with rows \(b_i^T\), has constant rank \(n\) near the geometry considered, so the values \(q(x)\) fill an \(n\)-dimensional surface \(S\subset\mathbb R^m\) whose tangent space is \(\operatorname{range}B\). Lengths in \(\mathbb R^m\) are Euclidean, with distances in bohr and angles in radians. Let \(u\) be any symmetric positive-definite \(3N\times3N\) matrix, and define

\[ G=BuB^T,\qquad A=uB^TG^-,\qquad K[y]=\sum_i y_i\,q_i'', \]

where \(q_i''\) is the matrix \(\partial^2q_i/\partial x_k\partial x_l\). With the \(n\) nonzero eigenvalues of \(G\) in the diagonal matrix \(\Lambda\) and their orthonormal eigenvectors in the columns of \(U\), the generalized (Moore–Penrose) inverse is \(G^-=U\Lambda^{-1}U^T\). Hartree atomic units are used.

**(a) Find \(\ker B\), \(BA\) and \(AB\), and decide which of them depend on \(u\).**

*Solution.* An infinitesimal rigid motion is \(t(x)=Lx+a\). A translation has \(L=0\); a rotation about the unit vector \(e\) has \(a=0\) and moves each atom by \(e\times x_{\rm atom}\), so \(L^T=-L\). Invariance of \(q_i\) gives \(b_i\cdot t=0\), that is \(Bt=0\). A nonlinear molecule has six independent such vectors, and \(\dim\ker B=3N-n=6\), so \(\ker B\) is exactly the space of rigid motions.

Since \(y^TGy=(B^Ty)^Tu(B^Ty)\) and \(u\) is positive definite, \(Gy=0\) holds if and only if \(B^Ty=0\). For the symmetric \(G\) this gives \(\operatorname{range}G=(\ker B^T)^\perp=\operatorname{range}B\), so \(G\) has rank \(n\). From \(G=U\Lambda U^T\) and \(U^TU=1\),

\[ BA=GG^-=G^-G=UU^T\equiv P . \]

\(P\) is the orthogonal projector on \(\operatorname{range}B\), and since that space does not involve \(u\), neither does \(P\). It follows that \(PB=B\), \(B^TP=B^T\), and \(AP=A\) because \(G^-P=G^-\).

Next, \((AB)^2=A(BA)B=APB=AB\), so \(AB\) is a projector, and

\[ B(1-AB)=B-PB=0 , \tag{1} \]

so \(1-AB\) maps every displacement onto a rigid motion. For two choices \(u,u'\), \(B(A-A')=P-P=0\): \(A\) and \(AB\) depend on \(u\), but only through rigid motions.

**(b) Find all \(y\) with \(B^Ty=g_x\), and the one tangent to \(S\).**

*Solution.* Invariance of \(E\) gives \(g_x\cdot t=0\), so \(g_x\in(\ker B)^\perp=\operatorname{range}B^T\) and a solution \(y\) exists. Two solutions differ by a vector of \(\ker B^T\), which is normal to \(S\). Applying \(A^T=G^-Bu\) to \(g_x=B^Ty\),

\[ g_q\equiv A^Tg_x=G^-BuB^Ty=G^-Gy=Py . \]

Then \(B^Tg_q=B^TPy=B^Ty=g_x\). All solutions share the tangent part \(Py\), so \(g_q\) is the unique tangent solution and is independent of \(u\). The general solution is \(g_q\) plus any normal vector.

**(c) Compute \(H_xt\) and \(K[g_q]t\) for a rigid motion \(t\). Use the result to find a symmetric \(m\times m\) matrix \(H_q=PH_qP\) from which \(H_x\) is recovered exactly.**

*Solution.* The identity \(\sum_k(\partial_kE)\,t_k(x)=0\) holds at all \(x\). Differentiating with respect to \(x_l\), with \(\partial_lt_k=L_{kl}\), gives \(\sum_k(H_x)_{lk}t_k+\sum_k(g_x)_kL_{kl}=0\). The same step applies to each \(q_i\):

\[ H_xt=-L^Tg_x,\qquad q_i''\,t=-L^Tb_i . \]

Rotations are therefore not null vectors of \(H_x\) in general when \(g_x\ne0\): rotating the molecule rotates the gradient. Summing the second identity with weights \((g_q)_i\),

\[ K[g_q]\,t=-L^T\sum_i(g_q)_ib_i=-L^TB^Tg_q=-L^Tg_x . \]

The two results are equal, so the symmetric matrix \(W=H_x-K[g_q]\) obeys \(Wt=0\). By (1), \(W(1-AB)=0\), hence \(W=WAB\); transposing gives \(W=(AB)^TW\); inserting the first form into the second gives \(W=B^T(A^TWA)B\). Therefore

\[ H_q=A^T\big(H_x-K[g_q]\big)A,\qquad H_x=B^TH_qB+K[g_q], \tag{2} \]

with \(A^T=G^-Bu\), whether or not \(g_x\) vanishes. \(AP=A\) gives \(H_q=PH_qP\). Because \(A-A'\) has rigid motions as columns, \(WA=WA'\) and \(H_q\) is independent of \(u\).

Without \(K\), the matrix \(A^TH_xA\) still equals its projection with \(P\), because \(AP=A\). When \(g_x\neq0\), however, independence of \(u\) is no longer guaranteed and exact recovery of \(H_x\) is lost. With \(A=A'+T\), the difference \(A^TH_xA-A'^TH_xA'=T^TH_xA'+A'^TH_xT+T^TH_xT\) contains \(H_xT\), which need not vanish. Also \(B^T(A^TH_xA)B\) annihilates rotations while \(H_x\) does not, so the two cannot be equal.

The proof needs \(\ker B\) to contain only rigid motions. It fails when the rank of \(B\) falls below \(n\), as at a planar four-atom geometry described by distances and bond angles alone, where out-of-plane motion changes no \(q_i\) at first order. It also fails at a linear bond angle, which is not differentiable there, and in an external field that breaks the invariance of \(E\).

**(d) Along a path \(x(s)\) with \(\dot q=v\), relate \(H_q\) to \(\dot g_q\) and to \(d^2E/ds^2\). Apply the second relation to the fixed point of the iteration \(x\leftarrow x+A(x)\,[q_0+sv-q(x)]\) for a tangent vector \(v\).**

*Solution.* Differentiate \(\sum_i(g_q)_ib_i=g_x\), using \(\dot b_i=q_i''\dot x\):

\[ B^T\dot g_q+K[g_q]\dot x=H_x\dot x\quad\Rightarrow\quad B^T\dot g_q=W\dot x=B^TH_qB\dot x=B^TH_qv . \]

Applying \(A^T\), with \(A^TB^T=P\), gives \(P\dot g_q=H_qv\). No derivative of \(G^-\) is required.

For the energy, \(\ddot q_i=b_i\cdot\ddot x+\dot x^Tq_i''\dot x\), so \(g_x\cdot\ddot x=g_q\cdot B\ddot x=g_q\cdot\ddot q-\dot x^TK[g_q]\dot x\), and

\[ \frac{d^2E}{ds^2}=\dot x^TH_x\dot x+g_x\cdot\ddot x=\dot x^TW\dot x+g_q\cdot\ddot q=v^TH_qv+g_q\cdot\ddot q . \]

The term \(K\) removes the work of the gradient along the curvature that a straight Cartesian line has in \(q\). The last term vanishes when \(P\ddot q=0\), the geodesic condition on \(S\), so \(H_q\) is the covariant Hessian of \(E\) on \(S\).

Let \(r(s)=q_0+sv-q(s)\). At the fixed point \(Ar=0\), which is equivalent to \(P(s)r(s)=0\) because \(BA=P\) and \(AP=A\). This is also the stationarity condition \(B^Tr=0\) of \(|r|^2\), so for small \(s\) the fixed point is the point of \(S\) closest to the target. At \(s=0\), \(r=0\). One derivative gives \(\dot Pr+P\dot r=0\), so \(P(v-\dot q)=0\); both vectors are tangent, hence \(\dot q=v\) and \(\dot r=0\). Two derivatives give \(\ddot Pr+2\dot P\dot r+P\ddot r=0\), so \(P\ddot q=0\). Thus

\[ E(s)=E_0+s\,g_q\cdot v+\tfrac12s^2\,v^TH_qv+O(s^3). \]

In the delocalized coordinates \(\sigma=U^Tq\), with \(U\) frozen at \(s=0\), a straight line has \(U^T\ddot q=0\), again \(P\ddot q=0\). With \(v=U\dot\sigma\), the ordinary Hessian in \(\sigma\) is \(U^TH_qU\).

**(e) Let \(V\) be any smooth function on \(\mathbb R^m\) with \(E(x)=V(q(x))\), gradient \(\tilde g\) and Hessian \(\tilde H\). Express \(H_q\) through them, specialize to one redundancy \(c(q)=0\), and find the effect of a rescaling \(q'=Dq\) with \(D\) positive diagonal.**

*Solution.* The chain rule gives \(g_x=B^T\tilde g\) and \(H_x=B^T\tilde HB+K[\tilde g]\). By (b), \(g_q=P\tilde g\). Since \(K\) is linear in its argument, \(W=B^T\tilde HB+K[(1-P)\tilde g]\), and with \(BA=P\)

\[ H_q=P\tilde HP+A^TK[(1-P)\tilde g]A . \tag{3} \]

\(E\) fixes \(V\) only on \(S\), so \(\tilde H\) and even \(P\tilde HP\) are not unique. Equation (2) gives \(P\tilde HP\) for extensions whose gradient is tangent at the point.

For \(m=n+1\), differentiate \(c(q(x))=0\). Once: \(B^T\nabla c=0\), so \(\nabla c\) spans the normal direction and \((1-P)\tilde g=\lambda\nabla c\) with \(\lambda=\nabla c\cdot\tilde g/|\nabla c|^2\). Twice: \(B^Tc''B+K[\nabla c]=0\). Hence

\[ W=B^T(\tilde H-\lambda c'')B,\qquad H_q=P(\tilde H-\lambda c'')P , \tag{4} \]

the projected Hessian of the Lagrangian \(V-\lambda c\).

Under \(q'=Dq\), \(B'=DB\), gradients acquire \(D^{-1}\) and Hessians \(D^{-1}(\cdot)D^{-1}\). The factors cancel in (4), leaving \(W'=B^T(\tilde H-\lambda'c'')B\) and

\[ W'-W=(\lambda-\lambda')B^Tc''B,\qquad \lambda'=\frac{\sum_i\partial_ic\,\tilde g_i/D_i^2}{\sum_i(\partial_ic)^2/D_i^2}. \tag{5} \]

Away from a stationary point \(W\) thus depends on the relative units of the \(q_i\), which set the metric on \(S\), whenever \(B^Tc''B\neq0\) and \(\lambda'\neq\lambda\); for a linear redundancy, such as the angle sum of a triangle, \(c''=0\) and \(W'=W\). At \(g_x=0\), \(g_q=0\) and \(W=H_x\) for every set. For a nonredundant set \(P=1\), \(g'_q=D^{-1}g_q\), and the factors cancel in \(K\), so \(W'=W\).

**(f) With \(u=M^{-1}\), \(M\) the diagonal mass matrix, identify the nonzero eigenvalues of \(GH_q\), and of \(GA^TH_xA\).**

*Solution.* \(XY\) and \(YX\) share nonzero eigenvalues, since \(XYz=\mu z\) implies \(YX(Yz)=\mu Yz\) with \(Yz\ne0\). Take \(X=M^{-1/2}B^T\) and \(Y=H_qBM^{-1/2}\). Then \(XY=M^{-1/2}WM^{-1/2}\) by (2), and \(YX=H_qG\), the transpose of \(GH_q\). At a stationary point \(W=H_x\), and the eigenvalues are the squared harmonic frequencies \(\omega^2\).

Replacing \(H_q\) by \(A^TH_xA\) gives \(XY=\Pi^T(M^{-1/2}H_xM^{-1/2})\Pi\) with \(\Pi=M^{1/2}ABM^{-1/2}=M^{-1/2}B^TG^-BM^{-1/2}\). \(\Pi\) is symmetric and idempotent, and \(ABz=0\) is equivalent to \(Bz=0\) because \(BAB=B\); so \(\Pi\) projects out mass-weighted translations and rotations. Dropping \(K\) returns the projected Cartesian frequencies. For \(g_x\ne0\) there is no equilibrium to oscillate about, and each such set of numbers belongs to its prescription.

**(g) Water is computed at the RHF/6-31G level at \(r_1=1.70\), \(r_2=1.80\) bohr, \(\theta=100^\circ=1.74533\) rad, with \(q=(r_1,r_2,\theta,r_{HH})\), \(r_{HH}=2.68193\) bohr. Evaluate \(g_q\), \(H_q\) and the frequencies for masses 16 u and 1 u, and compare with the minimum.**

*Solution.* Here \(m=4\), \(n=3\), and \(E=-75.97777\) Eh. Entries of \(g_q\) and \(H_q\) are in Eh per bohr or radian, according to the index. O is at the origin and H1 on the \(x\) axis. For \(u=1\), \(G\) has eigenvalues 0, 2.17255, 2.25027, 3.00000: one redundancy, the cosine law \(c=r_{HH}^2-r_1^2-r_2^2+2r_1r_2\cos\theta\). Its gradient is

\[ \nabla c=(-2r_1+2r_2\cos\theta,\,-2r_2+2r_1\cos\theta,\,-2r_1r_2\sin\theta,\,2r_{HH})=(-4.02513,-4.19040,-6.02702,5.36385), \]

and its nonzero second derivatives are \(c_{11}=c_{22}=-2\), \(c_{12}=2\cos\theta\), \(c_{13}=-2r_2\sin\theta\), \(c_{23}=-2r_1\sin\theta\), \(c_{33}=-2r_1r_2\cos\theta\), \(c_{44}=2\).

The energy as a function of \((r_1,r_2,\theta)\) alone is an extension \(V\) independent of \(r_{HH}\). Energy differences give \(\tilde g=(-0.07540,-0.00509,-0.04330,0)\). Then

\[ \lambda=\frac{0.30349+0.02133+0.26097}{16.202+17.559+36.325+28.771}=\frac{0.58579}{98.857}=0.005926\ \text{Eh/bohr}^2 . \]

From \(g_q=\tilde g-\lambda\nabla c\), the first component is \(-0.07540+0.02385=-0.05155\) and the fourth is \(-0.005926\times5.36385=-0.0318\), matching \(A^Tg_x=(-0.05155,0.01974,-0.00759,-0.03178)\) from the analytic gradient.

Equation (2) with the analytic \(H_x\) and \(u=1\) gives, for the \(\theta\theta\) element, \(0.12193-(-0.00785)=0.12978\), so \(K\) supplies 6% of that element; this share, unlike the element itself, depends on \(u\). The full matrix is

\[ H_q=\begin{pmatrix}0.60182&-0.21354&-0.14679&0.11986\\-0.21354&0.41513&-0.08616&0.06725\\-0.14679&-0.08616&0.12978&-0.03164\\0.11986&0.06725&-0.03164&0.10693\end{pmatrix}. \]

Its first row times the unit normal \((-0.40483,-0.42146,-0.60618,0.53948)\) is \(-0.24363+0.09000+0.08898+0.06466\approx0\), as \(H_q=H_qP\) demands. The diagonal entries are not the force constants of the nonredundant set, which are \(0.83675\), \(0.58085\), \(0.21494\), because by (4) the \(ii\) entry is taken along the projected vector \(Pe_i\), which moves all four coordinates. From the unit normal, \(Pe_1=(0.836,-0.171,-0.245,0.218)\), whereas the first force constant refers to changing \(r_1\) by one unit at fixed \(r_2\) and \(\theta\). The projected term \(\lambda Pc''P\) changes no element by more than 0.015.

The largest component of \(H_xt\) over the six generators is 0.07540. By (c), \(H_xt=0\) for a translation. For a rotation about a Cartesian axis \(e\), \(-L^Tg_x=Lg_x\) is \(e\times g\) on each atom: the two gradient components perpendicular to \(e\), exchanged and with one sign reversed, and zero along \(e\). Over the three axes every component of \(g_x\) appears, and the largest in magnitude is the \(x\) component on H1, \(-0.07540\) Eh/bohr. The largest component of \(Wt\) is \(1.4\times10^{-8}\).

The figures below, from the numerical check, are largest absolute deviations of a matrix element, in atomic units. Changing \(u\) from 1 to \(M^{-1}\) moves \(H_q\) by \(4\times10^{-9}\) and \(A^TH_xA\) by 0.0071. The back-transformation misses \(H_x\) by \(1\times10^{-8}\) with \(K\) and by 0.042 without. The differenced \(g_q\), projected with \(P\), agrees with \(H_qv\) to \(3\times10^{-6}\). Energies on closest-point paths give a Hessian within \(4\times10^{-6}\) of \(U^TH_qU\), against 0.014 without \(K\) for \(u=1\). Equation (4), built from energy differences and the cosine law with no \(B\) matrix, agrees to \(6\times10^{-6}\), while \(P\tilde HP\) alone is off by 0.015. A four-atom model with \(m=9\), \(n=6\), a torsion and known \(\tilde g,\tilde H\) satisfies (3) to \(6\times10^{-9}\), with a curvature term reaching 0.0078.

Scaling \(\theta\) by 2 bohr divides the third terms of \(\lambda\) by 4:

\[ \lambda'=\frac{0.30349+0.02133+0.06524}{16.202+17.559+9.081+28.771}=\frac{0.39006}{71.613}=0.005447\ \text{Eh/bohr}^2, \]

and \(W\) changes by up to 0.0020 Eh/bohr², in agreement with (5). The frequencies at the distorted geometry, in cm⁻¹ (1 Eh = 219474.63 cm⁻¹), follow; the decimal serves only to compare prescriptions applied to one mean-field Hessian.

- Redundant set: 1847.5, 4052.2, 4861.3.
- Redundant set, \(\theta\) scaled: 1857.5, 4050.9, 4859.9.
- Set \((r_1,r_2,\theta)\): 1966.8, 4035.4, 4844.4.
- No \(K\), projected Cartesian: 1758.0, 4040.8, 4847.4.

The first three belong to one family. The set \((r_1,r_2,\theta)\) has \(W=B^T\tilde HB\), which is (4) with \(\lambda=0\); the redundant set approaches it as \(D_4\to0\), since \(\tilde g_4=0\) leaves the numerator of (5) fixed while the denominator diverges. \(W\) is linear in \(\lambda\), so by first-order perturbation theory for well-separated modes \(\omega^2\) is linear in \(\lambda\). For the bend, \((1847.5^2-1966.8^2)/0.005926=-7.68\times10^7\) and \((1857.5^2-1966.8^2)/0.005447=-7.67\times10^7\), in cm⁻² per Eh/bohr², equal to about 0.1%. The two values of \(\lambda\) differ by only 8%, so this drift corresponds to a second-order correction of the order of 1% of the shift. The bend spans about 209 cm⁻¹ over the four prescriptions, the stretches about 17 cm⁻¹. These spans are set by the gradient at this geometry and are not converged in the basis. With RHF/cc-pVTZ at the same geometry they are about 130 and 9 cm⁻¹, and the individual frequencies move by 12 to 91 cm⁻¹.

Four Newton steps \(\Delta q=-U(U^TH_qU)^{-1}U^Tg_q\), each followed by the iteration of (d), reach the minimum at \(r_1=r_2=1.7945\) bohr, \(\theta=111.5^\circ\), \(E=-75.98536\) Eh. There all four prescriptions and the unprojected mass-weighted Cartesian Hessian give 1743, 4004 and 4160 cm⁻¹, equal within 0.1 cm⁻¹, and the six remaining Cartesian values are at most 1.1 cm⁻¹ in magnitude. These values belong to RHF/6-31G with integer masses and are not converged properties of water. RHF/cc-pVTZ places the minimum at 1.7775 bohr and 106.0°, and isotopic masses (15.9949 u and 1.007825 u) lower the 6-31G frequencies to 1737, 3989 and 4145 cm⁻¹.

## Table of computed values

```
model m=9 n=6: max|curvature term| 0.00782 au, extension formula error 6.2e-09 au
model: path second-derivative error (closest point, delocalized) 1.5e-08 au
water RHF/6-31G; masses O 16 u, H 1 u; 1 u = 1822.8885 m_e; 1 Eh = 219474.63 cm^-1
q = r1 r2 theta rHH (bohr, rad): 1.70000 1.80000 1.74533 2.68193; theta 100.00 deg
E (Eh): -75.97777104
g_x in plane, Ox Oy H1x H1y H2x H2y (Eh/bohr): 0.05083 -0.02464 -0.07540 0.02547 0.02457 -0.00083
B row 1 in plane (au): -1.0000 0.0000 1.0000 0.0000 0.0000 0.0000
B row 2 in plane (au): 0.1736 -0.9848 0.0000 0.0000 -0.1736 0.9848
B row 3 in plane (au): 0.5471 0.6847 -0.0000 -0.5882 -0.5471 -0.0965
B row 4 in plane (au): 0.0000 0.0000 0.7504 -0.6610 -0.7504 0.6610
eigenvalues of G, u=1 (au): 0.00000 2.17255 2.25027 3.00000
grad c (au): -4.02513 -4.19040 -6.02702 5.36385 ; unit normal: -0.40483 -0.42146 -0.60618 0.53948
g_q (Eh/bohr, Eh/rad): -0.05155 0.01974 -0.00759 -0.03178
A^T Hx A row 1, u=1 (au): 0.60331 -0.21431 -0.14824 0.11874
A^T Hx A row 2, u=1 (au): -0.21431 0.40864 -0.07747 0.07137
A^T Hx A row 3, u=1 (au): -0.14824 -0.07747 0.12193 -0.03476
A^T Hx A row 4, u=1 (au): 0.11874 0.07137 -0.03476 0.10580
A^T K A row 1, u=1 (au): 0.00149 -0.00077 -0.00145 -0.00112
A^T K A row 2, u=1 (au): -0.00077 -0.00649 0.00869 0.00412
A^T K A row 3, u=1 (au): -0.00145 0.00869 -0.00785 -0.00312
A^T K A row 4, u=1 (au): -0.00112 0.00412 -0.00312 -0.00113
H_q row 1, u=1 (au): 0.60182 -0.21354 -0.14679 0.11986
H_q row 2, u=1 (au): -0.21354 0.41513 -0.08616 0.06725
H_q row 3, u=1 (au): -0.14679 -0.08616 0.12978 -0.03164
H_q row 4, u=1 (au): 0.11986 0.06725 -0.03164 0.10693
nonzero eigenvalues of H_q (au): 0.08511 0.40861 0.75994
rigid motions: max|Hx t| 0.07540 au, max|W t| 1.4e-08 au
u=1 vs u=1/M: change of H_q 3.7e-09 au, of A^T Hx A 0.00714 au
back-transformation error: with K 1.2e-08 au, without K 0.04171 au
error vs differenced g_q 2.9e-06 au
error vs closest-point energies: with K 4.2e-06 au, without K 0.01422 au
gradient in r1 r2 theta, energy differences (au): -0.07540 -0.00509 -0.04330
F row 1: differences 0.83675 -0.00186 0.04329 | transformed 0.83675 -0.00186 0.04330 (au)
F row 2: differences -0.00186 0.58085 0.04911 | transformed -0.00186 0.58085 0.04911 (au)
F row 3: differences 0.04329 0.04911 0.21494 | transformed 0.04330 0.04911 0.21494 (au)
lambda 0.005926 Eh/bohr^2; theta scaled by 2 bohr: 0.005447 Eh/bohr^2
cosine-law route error 5.8e-06 au; without lambda term 0.01498 au
max change of W under scaling 0.00203 Eh/bohr^2
distorted, redundant (cm^-1): 1847.5 4052.2 4861.3
distorted, redundant scaled (cm^-1): 1857.5 4050.9 4859.9
distorted, r1 r2 theta (cm^-1): 1966.8 4035.4 4844.4
distorted, no K (projected Cartesian) (cm^-1): 1758.0 4040.8 4847.4
minimum after 4 Newton steps: r1 r2 rHH 1.79454 1.79454 2.96750 bohr, theta 111.545 deg
minimum E -75.98535918 Eh, max|g_x| 1.2e-09 Eh/bohr
minimum, redundant (cm^-1): 1743.2 4003.6 4160.3
minimum, redundant scaled (cm^-1): 1743.2 4003.6 4160.3
minimum, r1 r2 theta (cm^-1): 1743.2 4003.6 4160.3
minimum, no K (projected Cartesian) (cm^-1): 1743.2 4003.6 4160.3
minimum, full Cartesian (cm^-1): 1743.2 4003.6 4160.3 ; largest of six near zero 1.1
```
